Double-well condensate: nonrigid pendulum, self-trapping and exact two-site dynamics

N identical bosons of mass m occupy a mirror-symmetric double well at zero temperature. Their contact repulsion has strength g > 0. At first they are assumed to share one normalized orbital χ(x,t), which obeys the Gross-Pitaevskii equation

iħ ∂χ/∂t = (h₀ + G|χ|²)χ, G = g(N−1), ∫|χ|² dx = 1,

where h₀ contains the kinetic energy and the well potential. The factor N−1 appears because each atom interacts with the N−1 others; for large N it differs from N by the small fraction 1/N.

The two lowest states of h₀, φ₊ (even) and φ₋ (odd), have energies E₊ < E₋. With suitable signs, φ₁ = (φ₊+φ₋)/√2 sits in the left well and φ₂ = (φ₊−φ₋)/√2 in the right. Both are real, and they are orthonormal mirror images.

The example uses round model parameters: N = 1001, tunnelling energy K/h = 5 Hz and on-site repulsion U/h = 0.15 Hz, with K and U defined in part (a).

(a) Insert χ = aφ₁ + bφ₂ and find the equations for a(t) and b(t). What is neglected?

Solution. Normalization gives |a|²+|b|² = 1. The matrix elements of h₀ are ∫φ₁h₀φ₁ = ∫φ₂h₀φ₂ = E₀ and ∫φ₁h₀φ₂ = (E₊−E₋)/2 = −K₀, with K₀ > 0. Define

I₀ = ∫φ₁⁴, I₁ = ∫φ₁³φ₂ = ∫φ₁φ₂³, I₂ = ∫φ₁²φ₂², s = a*b + ab*.

The density is |χ|² = |a|²φ₁² + |b|²φ₂² + sφ₁φ₂. Multiplying it by φ₁χ = aφ₁² + bφ₁φ₂ and integrating gives

∫φ₁|χ|²χ = I₀|a|²a + I₁(|a|²b + |b|²b + sa) + I₂(|b|²a + sb).

By normalization the I₁ bracket is b + sa. Hence

iħ da/dt = (E₀ + GI₁s)a + GI₀|a|²a − (K₀ − GI₁)b + GI₂(|b|²a + sb).

The equation for b follows by exchanging a and b. The real coefficient E₀ + GI₁s is the same in both equations, so a common time-dependent phase removes it. Dropping the I₂ term leaves

iħ da/dt = U(N−1)|a|²a − Kb,
iħ db/dt = U(N−1)|b|²b − Ka,

with U = gI₀ and K = K₀ − GI₁, taken positive. Two things are neglected: I₂, whose term equals GI₂(2|b|²a + a*b²) and is negligible when I₂ ≪ I₀ and GI₂ ≪ K, and all higher levels, which needs GI₀ and K far below the gap to the third level.

These conditions can be checked on the full Gross-Pitaevskii equation. For the quartic well V = 4[(x/2)²−1]², in units ħ = m = 1, the program finds K₀ = 0.00486, a gap of 2.14, I₀ = 0.631, I₁/I₀ = −0.0027 and I₂/I₀ = 0.00004. For G = 0.0630 the corrected K is 0.00496, and GI₀ = 0.040 is indeed far below the gap.

(b) Rewrite the equations in terms of the imbalance z and the relative phase φ. Find a Hamiltonian for them and a mechanical picture.

Solution. Let N₁ and N₂ be the mean populations, and write

a = √((1+z)/2) e^(iθ₁), b = √((1−z)/2) e^(iθ₂), φ = θ₂−θ₁.

Then z = |a|²−|b|² = (N₁−N₂)/N and |a||b| = ½√(1−z²). Measure time as τ = 2Kt/ħ, let a prime denote d/dτ, and define Λ = U(N−1)/(2K). The first equation becomes

a′ = −iΛ|a|²a + (i/2)b.

The population changes at the rate

(|a|²)′ = 2Re(a*a′) = Re(i a*b) = −|a||b| sinφ.

Since z = 2|a|²−1, this gives z′ = −√(1−z²) sinφ. The phases obey θ₁′ = Im(a′/a) and θ₂′ = Im(b′/b):

θ₁′ = −Λ|a|² + ½(|b|/|a|)cosφ,
θ₂′ = −Λ|b|² + ½(|a|/|b|)cosφ.

In the difference, |a|/|b| − |b|/|a| = z/(|a||b|) = 2z/√(1−z²). Therefore

z′ = −√(1−z²) sinφ,
φ′ = Λz + z cosφ/√(1−z²).

These are z′ = −∂H/∂φ and φ′ = ∂H/∂z for

H = Λz²/2 − √(1−z²) cosφ.

H is conserved, because H′ = (∂H/∂z)z′ + (∂H/∂φ)φ′ = 0. It describes a pendulum with angle φ and angular momentum z, whose length √(1−z²) shrinks as |z| grows. That is the sense in which it is nonrigid. The first term is the repulsion energy of an uneven filling, and the second is the tunnelling energy.

(c) Find the frequency of small oscillations about equal filling with φ = 0.

Solution. To first order in z and φ, z′ = −φ and φ′ = (Λ+1)z. Hence z″ = −(1+Λ)z, and in ordinary time the plasma frequency is

ω_p = (2K/ħ)√(1+Λ) = √(4K² + 2KU(N−1))/ħ.

For Λ → 0 it becomes the single-atom tunnelling frequency 2K/ħ. For Λ ≫ 1 it tends to √(2KU(N−1))/ħ, set jointly by tunnelling and repulsion. At finite N this describes the lowest excitation only while Λ is far below N². For N = 1001 the exact gap of the model in part (f) is 0.993 ħω_p at Λ = 10³, 0.91 ħω_p at Λ = 10⁵ and 0.49 ħω_p at Λ = 10⁶.

In the example U(N−1)/h = 150 Hz and 2K/h = 10 Hz, so Λ = 15. Then ω_p/2π = 10 Hz × √16 = 40 Hz, a period of 25 ms.

(d) The motion starts from z₀ ≠ 0 with phase φ₀. For which Λ does z never change sign?

Solution. Eliminate the phase. Since √(1−z²)cosφ = Λz²/2 − H, and sin²φ = 1−cos²φ,

z′² = 1 − z² − (H − Λz²/2)².

With w = z², the right side is the quadratic

P(w) = −(Λ²/4)w² + (ΛH−1)w + 1 − H².

At z = 0 the energy is H = −cosφ, which cannot exceed 1. So if H > 1, z cannot reach zero.

Conversely, let H < 1. A start with z₀ ≠ 0 has H > −1, so P(0) = 1−H² > 0. The two roots of P then have a negative product, and exactly one of them, w₊, is positive. Between z = −√w₊ and z = +√w₊ the speed vanishes only at the ends. These are simple roots, reached in finite time, so z swings between them and crosses zero.

The condition for self-trapping is therefore H > 1 at the start:

Λz₀²/2 − √(1−z₀²)cosφ₀ > 1.

Solving for Λ gives the criterion

Λ > Λc = 2[1 + √(1−z₀²)cosφ₀]/z₀².

The value H = 1 is the energy of the pendulum at rest upright, z = 0 and φ = π. On this borderline P = w(Λ−1−Λ²w/4), so z′ is proportional to z near z = 0, and the upright point is approached only as τ → ∞. At Λ = Λc exactly, z therefore also keeps its sign, but it decays towards zero instead of oscillating about a nonzero mean.

Physically, evening out the two fillings would release the repulsion energy Λz₀²/2, which is more than the tunnelling term can absorb in rising from −√(1−z₀²)cosφ₀ to its largest value, 1, at z = 0. No dissipation is involved.

For φ₀ = 0 the criterion can be solved for the imbalance. With q = √(1−z₀²), the threshold condition is Λ(1−q²)/2 = 1+q. Division by 1+q gives q = 1−2/Λ, which is possible for Λ ≥ 2, and

z_c = √(1−q²) = 2√(Λ−1)/Λ.

For Λ = 15, z_c = 2√14/15 = 0.499. The starts z₀ = 0.3 and z₀ = 0.6 lie on opposite sides. For z₀ = 0.6, Λc = 2(1+0.8)/0.36 = 10, below 15. For z₀ = 0.3, Λc = 43.4. The initial phase matters: with z₀ = 0.6 and φ₀ = π, Λc falls to 2(1−0.8)/0.36 = 1.11.

The full Gross-Pitaevskii equation agrees for the quartic well of part (a). From z₀ = 0.8 and φ₀ = 0, where Λc = 5, the condensate swings to z = −0.80 at Λ = 4. At Λ = 6 it stays above z = 0.353, while the pendulum gives a minimum of 0.359. For z₀ = 0.1 and Λ = 4 the period is 284.6, against 284.2 from the pendulum.

(e) Find the period at finite amplitude on both sides of the threshold, and the mean imbalance of a trapped orbit.

Solution. The roots of P are

w± = (2/Λ²)(ΛH − 1 ± R), R = √(Λ²+1−2ΛH),

because (ΛH−1)² + Λ²(1−H²) = R². Thus

z′² = (Λ²/4)(w₊−z²)(z²−w₋), D = w₊−w₋ = 4R/Λ².

Let F(m) = ∫₀^(π/2) dα/√(1−m sin²α) be the complete elliptic integral.

For H < 1, set z = √w₊ cosα. Then w₊−z² = w₊sin²α and z²−w₋ = D(1−m sin²α), with m = w₊/D. Since |dz| = √w₊ sinα dα, each quarter period lasts 2F(m)/(Λ√D), and

T = 8F(m)/(Λ√D) = 4F(m)/√R.

For H > 1, set z² = w₊ − D sin²α. Then (w₊−z²)(z²−w₋) = D²sin²α cos²α, while |dz| = D sinα cosα dα/|z|. Hence

dτ = 2dα/(Λ|z|).

One period covers the range of α from 0 to π/2 twice. With |z| = √w₊ √(1−μ sin²α) and μ = D/w₊,

T = 4F(μ)/(Λ√w₊).

The mean needs no elliptic integral. The product |z|dτ = 2dα/Λ integrates over one period to 2π/Λ, so the mean of |z| is 2π/(ΛT).

For z₀ = 0.3, H = 0.675−0.954 = −0.279. The period is 28.2 ms, longer than the 25 ms of small oscillations. For z₀ = 0.6, H = 2.7−0.8 = 1.9 and R = √(226−57) = 13. The roots are w₊ = 2(28.5−1+13)/225 = 0.36 and w₋ = 2(28.5−1−13)/225 = 0.129, so z moves between 0.6 and 0.359. Its period is 14.13 ms. The time unit ħ/2K is 15.915 ms, so T = 0.888 and the mean is 2π/(15×0.888) = 0.472. In this orbit φ advances by 2π per period, as the program tests: the pendulum keeps turning over the top.

(f) Replace the common orbital by the two-site Bose-Hubbard model. How closely does exact evolution initially follow the pendulum?

Solution. Let c₁ and c₂ annihilate an atom in each mode, with n_j = c_j†c_j. The Hamiltonian is

Ĥ = −K(c₁†c₂ + c₂†c₁) + (U/2)[n₁(n₁−1) + n₂(n₂−1)].

Start with all atoms in the orbital aφ₁+bφ₂. In this state a normally ordered product of one creation and one annihilation operator has mean N times the matching amplitudes; with two of each, the factor is N(N−1).

Write A = c₁†c₂, ẑ = (n₁−n₂)/N and ĥ = Ĥ/(2K). Since A moves one atom to the left, [A,ẑ] = −2A/N and [A†,ẑ] = 2A†/N. The repulsion commutes with ẑ, so

ẑ′ = i[ĥ,ẑ] = i(A−A†)/N.

With ⟨A⟩ = Na*b = (N/2)√(1−z²)e^(iφ), the mean is −√(1−z²) sinφ, the pendulum value.

For the second derivative,

ẑ″ = i[ĥ,ẑ′] = −[ĥ, A−A†]/N.

The tunnelling part of ĥ gives −½[A+A†, A−A†] = [A,A†] = n₁−n₂, which contributes −ẑ. For the repulsion part W, use n₁A = A(n₁+1) and n₂A = A(n₂−1):

[W,A] = (U/2K)[An₁ − A(n₂−1)].

In normal order, An₁ = c₁†c₁†c₁c₂ and A(n₂−1) = c₁†c₂†c₂c₂. Their means are N(N−1)|a|²a*b and N(N−1)|b|²a*b, so ⟨[W,A]⟩ = ΛNz a*b. Also [W,A†] = −[W,A]†. The repulsion therefore contributes −Λz(a*b+ab*) = −Λz√(1−z²)cosφ, and

⟨ẑ″⟩ = −z[1 + Λ√(1−z²)cosφ].

Differentiating z′ = −√(1−z²) sinφ along the pendulum motion gives

z″ = −z sin²φ − Λz√(1−z²)cosφ − z cos²φ,

which is the same. The first two derivatives at t = 0 thus agree for every N ≥ 2, provided Λ contains N−1.

(g) Compare the later evolution for the example, and estimate when the oscillation from z₀ = 0.3 fades.

Solution. The exact gap between the two lowest levels is 39.99 Hz times h, against the plasma value of 40 Hz. For z₀ = 0.3, the largest deviation of ⟨ẑ⟩ from the pendulum within one period is 0.0184 for N = 501 and 0.0092 for N = 1001, at the same Λ. It halves when N doubles, as expected of a 1/N correction.

At longer times the traces separate. Each pair below gives the pendulum value, then the exact one:

t = 10 ms: z₀ = 0.3: −0.172, −0.169; z₀ = 0.6: 0.434, 0.431
t = 50 ms: z₀ = 0.3: 0.041, 0.028; z₀ = 0.6: 0.362, 0.450
t = 200 ms: z₀ = 0.3: 0.239, 0.103; z₀ = 0.6: 0.537, 0.470

An estimate treats the initial state as a spread of pendulums. Each atom is found on the left with probability p = (1+z₀)/2, so N₁ is binomial and z has variance 4p(1−p)/N = (1−z₀²)/N. With ω(z₀) = 2π/T, the frequency spread is, to first order,

σ = |dω/dz₀| √((1−z₀²)/N).

Averaging cos(ωτ) over a Gaussian spread of ω multiplies it by exp(−σ²τ²/2). This neglects the spreads of amplitude and initial phase, and the higher harmonics. Differentiating the period formula numerically gives 1/σ = 153 ms. At 155 ms the exact oscillation has fallen to 0.575 of z₀; the estimate is 0.599. In this estimate, at fixed Λ and z₀, the fading time 1/σ grows as √N.

Over the first few tenths of a second the trapped start loses its oscillation but keeps its imbalance. The loss is not final: part of the oscillation returns near 3 s. Over twenty pendulum periods, about 0.28 s, the exact mean is 0.470 and the pendulum mean 0.472.

(h) Does trapping last forever in the exact model? Find the transfer time when all atoms start on the left and U ≫ K at fixed N.

Solution. In the basis of definite n₁, Ĥ is tridiagonal with nonzero off-diagonal elements. For a given energy, the first component of an eigenvector fixes all the others, so no level is degenerate. Ĥ is unchanged by exchanging the wells, so every eigenstate is even or odd under the exchange. Since ẑ is odd, its mean in each eigenstate is zero. Terms between different levels oscillate and average out. The infinite-time mean of ⟨ẑ⟩ is therefore zero for every finite N and K ≠ 0. Permanent self-trapping belongs to the mean-field description. The proof needs equal wells, since a tilt removes the parity. It also gives no time scale. For N = 1001 and z₀ = 0.6, the even and odd levels nearest the mean energy are split by only about 10⁻¹⁵⁷ Hz times h, so on any observable time the atoms stay trapped. The transfer found below likewise needs N times the energy offset between the wells to be small against the splitting Δ: in the four-atom example an offset of 10⁻³ Hz times h per atom already keeps ⟨ẑ⟩ above 0.91.

For U ≫ K, the states with all atoms left or all atoms right are coupled at lowest order by N successive hops. Hop k has matrix element −K√(k(N−k+1)), and the N elements multiply to (−K)^N N!. After k hops the repulsion energy is lower than at the start by

(U/2)[N(N−1) − (N−k)(N−k−1) − k(k−1)] = Uk(N−k).

The N−1 intermediate denominators multiply to U^(N−1)[(N−1)!]². The coupling therefore has magnitude

J = N K^N/[U^(N−1)(N−1)!].

Shorter sequences of hops that return to their starting state shift both end states equally. The even and odd combinations are split by Δ = 2J. The probability of finding the atoms still on the left is cos²(Jt/ħ), so transfer takes

t = πħ/(2J) = πħ/Δ = h/(2Δ).

For four atoms with K/h = 5 Hz and U/h = 100 Hz, Λ = 30, and the pendulum stays trapped. The formula gives Δ/h = 2×4×5⁴/(100³×6) = 8.33×10⁻⁴ Hz; diagonalization gives 8.32×10⁻⁴ Hz. The transfer time from the exact splitting is 601 s, when ⟨ẑ⟩ = −0.998. Without repulsion, z = cos(2Kt/ħ) and the transfer takes h/(4K) = 0.05 s.

Values computed for the example and the checks

```
Atoms N = 1001; K/h = 5.00 Hz; U/h = 0.15 Hz
Lambda = 15.000; time unit hbar/2K = 15.915 ms
Plasma frequency = 40.000 Hz
Plasma period = 25.000 ms
Exact lowest gap / h = 39.9929 Hz
Critical imbalance at phi0=0: 0.4989
z0=0.3: H=-0.2789, Lambda_c=43.421
z0=0.3: pendulum period=28.185 ms, frequency=35.479 Hz
z0=0.6: H=1.9000, Lambda_c=10.000
z0=0.6: pendulum period=14.131 ms, frequency=70.767 Hz
Lambda_c at z0=0.6, phi0=pi: 1.1111
Trapped pendulum: minimum z=0.3590, mean z=0.4718
Exact, 20 periods, z0=0.6: minimum z=0.3600, mean z=0.4701
Exact, 20 periods, z0=0.3: mean z=0.00020
Largest deviation in one period, z0=0.3, N=501: 0.01843
Largest deviation in one period, z0=0.3, N=1001: 0.00923
t (ms): z pendulum, exact [z0=0.3]; pendulum, exact [z0=0.6]
   0.0:   0.3000,   0.3000,   0.6000,   0.6000
  10.0:  -0.1719,  -0.1686,   0.4340,   0.4314
  25.0:   0.2175,   0.2088,   0.4786,   0.4723
  50.0:   0.0407,   0.0283,   0.3617,   0.4495
 100.0:  -0.2838,  -0.2282,   0.5825,   0.4700
 200.0:   0.2389,   0.1033,   0.5370,   0.4701
Dephasing time 1/sigma, z0=0.3: 153.00 ms
Envelope at 155.02 ms: exact 0.5747, formula 0.5985
Double-well GP test, units hbar=m=1:
Barrier=4.0, minima at x=+/-2.0
K0=0.004858, gap to third level=2.1414
I0=0.63075, I1/I0=-2.656e-03, I2/I0=4.403e-05
Lambda=4: G=0.06296, corrected K=0.004964
Lambda=6: G=0.09547, corrected K=0.005018
Period, Lambda=4, z0=0.1: GP 284.63, pendulum 284.19
Lambda_c at z0=0.8, phi0=0: 5.000
GP minimum z from z0=0.8: Lambda=4 -0.8000, Lambda=6 0.3533
Pendulum minimum z, Lambda=6, z0=0.8: 0.3590
Few atoms: N=4, U/h=100.0 Hz, K/h=5.0 Hz, Lambda=30.0
Doublet splitting / h: exact 8.319445e-04 Hz, formula 8.333333e-04 Hz
Transfer time = 601.00 s, z then = -0.9984
Transfer time without interaction = 0.0500 s
Size of infinite-time mean z, four atoms: 8.4e-17
```
